# How hydrogen lowers the fluorine content of films from CF4 plasmas: verification in Python

```python
"""Result under test: H2 added to a CF4 discharge lowers the film ratio r = F/C
because fluorine leaves as HF.  The film holds CF2 and CF units; u is the CF
fraction and r = 2 - u.  With fluxes D1 (CF deposited), D (all carbon deposited),
A (F turning CF into CF2), B (H and ions turning CF2 into CF) and E (carbon etch
on a pure CF2 surface), steady growth obeys
    E u^2 + (D + A + B - E) u - (D1 + B) = 0.
Gas densities are in cm^-3, rate constants in cm^3/s, lengths in cm, times in s.
All reactor parameters are round, rough model values."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import odeint
from pyscf import gto, scf, dft, cc, lib

lib.num_threads(1)
rng = np.random.default_rng(7)
HARTREE = sc.physical_constants["Hartree energy in eV"][0]


# ---------- reaction energies ----------
def molecule(atoms, spin, basis):
    return gto.M(atom=atoms, spin=spin, basis=basis, verbose=0)


def pbe0(atoms, spin):
    """PBE0/def2-SVPD energy in eV."""
    mol = molecule(atoms, spin, "def2-svpd")
    mf = dft.UKS(mol) if spin else dft.RKS(mol)
    mf.xc = "pbe0"
    mf.grids.level = 1
    mf.conv_tol = 1e-6
    mf.kernel()
    if not mf.converged:
        mf = mf.newton()
        mf.kernel()
    assert mf.converged
    return mf.e_tot * HARTREE


def cf3_geometry(bond, angle_deg):
    tilt = np.arcsin(2 / np.sqrt(3) * np.sin(np.radians(angle_deg) / 2))
    atoms = [("C", (0.0, 0.0, 0.0))]
    for phi in 2 * np.pi * np.arange(3) / 3:
        atoms.append(("F", (bond * np.sin(tilt) * np.cos(phi),
                            bond * np.sin(tilt) * np.sin(phi),
                            bond * np.cos(tilt))))
    return atoms


systems = {"H": ("H 0 0 0", 1), "F": ("F 0 0 0", 1),
           "H2": ("H 0 0 0; H 0 0 0.745", 0),
           "HF": ("H 0 0 0; F 0 0 0.92", 0),
           "CF": ("C 0 0 0; F 0 0 1.27", 1),
           "CF2": ("C; F 1 1.30; F 1 1.30 2 105", 0),
           "CF3": (cf3_geometry(1.32, 111.0), 1)}
energy = {name: pbe0(*system) for name, system in systems.items()}
stretch = 0.02
stretch_energy = pbe0(cf3_geometry(1.32 + stretch, 111.0), 1) - energy["CF3"]
assert abs(stretch_energy) < 0.1


def reaction(reactants, products, table=energy):
    return sum(table[s] for s in products) - sum(table[s] for s in reactants)


dE_scavenge = reaction(["F", "H2"], ["HF", "H"])
dE_cf3 = reaction(["H", "CF3"], ["CF2", "HF"])
dE_cf2 = reaction(["H", "CF2"], ["CF", "HF"])
bond_hf = reaction(["HF"], ["H", "F"])

reference = {}
for name in ("H", "F", "H2", "HF"):
    mol = molecule(*systems[name], "cc-pvtz")
    mf = (scf.UHF(mol) if mol.spin else scf.RHF(mol)).run(conv_tol=1e-10)
    total = mf.e_tot
    if name != "H":
        solver = (cc.UCCSD(mf) if mol.spin else cc.RCCSD(mf)).run()
        total = solver.e_tot
        if name != "H2":          # two electrons have no triple excitations
            total += solver.ccsd_t()
    reference[name] = total * HARTREE
dE_reference = reaction(["F", "H2"], ["HF", "H"], reference)
assert abs(dE_reference - dE_scavenge) < 0.3
assert dE_scavenge < -1 and dE_cf3 < -1 and dE_cf2 < 0


# ---------- valence count of a saturated carbon network ----------
def ceiling(n_carbon, rings):
    return 2 + 2 / n_carbon - 2 * rings / n_carbon


for n_carbon, extra in ((8, 0), (30, 4), (50, 12)):
    free = np.full(n_carbon, 4)
    bonds = []
    for new in range(1, n_carbon):
        old = rng.choice(np.flatnonzero(free[:new] > 0))
        bonds.append((old, new))
        free[[old, new]] -= 1
    for _ in range(extra):
        i, j = rng.choice(np.flatnonzero(free > 0), 2, replace=False)
        bonds.append((i, j))
        free[[i, j]] -= 1
    incidence = np.zeros((len(bonds), n_carbon))
    for row, (i, j) in enumerate(bonds):
        incidence[row, i], incidence[row, j] = 1, -1
    rings = len(bonds) - np.linalg.matrix_rank(incidence)
    assert abs(free.sum() / n_carbon - ceiling(n_carbon, rings)) < 1e-12


# ---------- film formula against a stochastic film ----------
def cf_fraction(D1, D, A, B, E):
    b = D + A + B - E
    # this form of the positive root stays valid when E vanishes
    return 2 * (D1 + B) / (b + np.sqrt(b * b + 4 * E * (D1 + B)))


D1t, D2t, At, Bt, Et = 0.2, 0.8, 0.7, 0.5, 0.3
weights = np.array([D1t, D2t, At, Bt, Et])
n_events, layer = 200000, 300
events = rng.choice(5, n_events, p=weights / weights.sum()).tolist()
draws, burial_draws = rng.random(n_events).tolist(), rng.random(n_events).tolist()
n_cf, n_cf2, buried, buried_cf = 0, layer, 0, 0
for step, (event, draw, burial) in enumerate(zip(events, draws, burial_draws)):
    hit_cf = draw < n_cf / (n_cf + n_cf2)
    if event == 0:
        n_cf += 1
    elif event == 1:
        n_cf2 += 1
    elif event == 2 and hit_cf:
        n_cf, n_cf2 = n_cf - 1, n_cf2 + 1
    elif event == 3 and not hit_cf:
        n_cf, n_cf2 = n_cf + 1, n_cf2 - 1
    elif event == 4 and not hit_cf:
        n_cf2 -= 1
    if n_cf + n_cf2 > layer:
        is_cf = burial < n_cf / (n_cf + n_cf2)
        n_cf, n_cf2 = n_cf - is_cf, n_cf2 - (not is_cf)
        if step > 20000:
            buried += 1
            buried_cf += is_cf
r_random = 2 - buried_cf / buried
r_formula = 2 - cf_fraction(D1t, D1t + D2t, At, Bt, Et)
assert abs(r_random - r_formula) < 0.01

# ---------- reactor ----------
# key: (value, printed label with unit)
inputs = {
    "pressure": (0.05, "pressure Torr"), "T": (300.0, "gas temperature K"),
    "tau": (0.4, "residence time s"), "radius": (15.0, "chamber radius cm"),
    "height": (14.0, "chamber height cm"), "ne": (1e10, "electrons cm^-3"),
    "Te": (3.0, "electron temperature eV"), "b3": (0.7, "CF3+F branch"),
    "kd": (1e-10, "k e+CF4 cm3/s"), "kdh": (5e-11, "k e+H2 cm3/s"),
    "kF3": (5e-12, "k F+CF3 cm3/s"), "kF2": (4e-13, "k F+CF2 cm3/s"),
    "kF1": (1e-13, "k F+CF cm3/s"), "kFH": (1e-10, "prefactor F+H2 cm3/s"),
    "EFH": (0.04, "activation F+H2 eV"), "kH3": (9e-11, "k H+CF3 cm3/s"),
    "kH2": (4e-11, "k H+CF2 cm3/s"), "s2": (0.02, "CF2 sticking"),
    "s1": (0.05, "CF sticking"), "ga": (0.01, "F addition prob."),
    "ge": (1e-3, "F etch prob."), "gh": (5e-3, "H strip prob."),
    "gr": (5e-3, "H recombination prob."), "yi": (0.3, "F loss per ion"),
    "sites": (1e15, "surface carbon cm^-2"), "rho": (2e22, "film carbon cm^-3")}
base = {key: value for key, (value, _) in inputs.items()}
base.update(k33=0.0, ksplit=0.0)   # CF3 pairing and HF break-up, off at first
KB_EV = sc.k / sc.e


def speed(mass, T):
    return float(100 * np.sqrt(8 * sc.k * T / (np.pi * mass * sc.atomic_mass)))


def gas_density(p):
    return p["pressure"] * sc.torr / (sc.k * p["T"]) * 1e-6


def reactor(h2_fraction, **changes):
    p = dict(base, **changes)
    area = 2 / p["radius"] + 2 / p["height"]
    n0, pump = gas_density(p), 1 / p["tau"]
    vF, vH = speed(19, p["T"]), speed(1, p["T"])
    v2, v1 = speed(50, p["T"]), speed(31, p["T"])
    kFH = float(p["kFH"] * np.exp(-p["EFH"] / (KB_EV * p["T"])))
    sound = float(100 * np.sqrt(sc.e * p["Te"] / (69 * sc.atomic_mass)))
    ion_flux = 0.6 * p["ne"] * sound
    feed_c, feed_h = (1 - h2_fraction) * n0 * pump, h2_fraction * n0 * pump

    def film_fluxes(y):
        cf2, cf, f, h = y[2], y[3], y[4], y[6]
        dep1, dep2 = p["s1"] * cf * v1 / 4, p["s2"] * cf2 * v2 / 4
        return (dep1, dep1 + dep2, p["ga"] * f * vF / 4,
                p["gh"] * h * vH / 4 + p["yi"] * ion_flux,
                p["ge"] * f * vF / 8)

    def change(t, state):
        y = state.tolist()
        cf4, cf3, cf2, cf, f, h2, h, hf, u = y
        D1, D, A, B, E = film_fluxes(y)
        ion = p["yi"] * ion_flux * (1 - u) * area
        strip = B * (1 - u) * area - ion
        heal, etch = A * u * area, E * (1 - u) * area
        recombine = p["gr"] * h * vH / 4 * area
        e4, eh = p["ne"] * p["kd"] * cf4, p["ne"] * p["kdh"] * h2
        f3, f2, f1 = p["kF3"] * f * cf3, p["kF2"] * f * cf2, p["kF1"] * f * cf
        fh, h3, h22 = kFH * f * h2, p["kH3"] * h * cf3, p["kH2"] * h * cf2
        pair, split = p["k33"] * cf3 * cf3, p["ne"] * p["ksplit"] * hf
        return [feed_c - pump * cf4 - e4 + f3 + etch,
                p["b3"] * e4 - pump * cf3 - f3 + f2 - h3 - 2 * pair,
                (1 - p["b3"]) * e4 - pump * cf2 - f2 + f1 + h3 - h22
                - (D - D1) * area,
                h22 - f1 - pump * cf - D1 * area,
                (2 - p["b3"]) * e4 - pump * f - f3 - f2 - f1 - fh - heal
                - 2 * etch + ion + split,
                feed_h - pump * h2 - fh - eh + recombine / 2,
                fh + 2 * eh - pump * h - h3 - h22 - strip - recombine + split,
                fh + h3 + h22 + strip - pump * hf - split,
                (D1 * area - heal + strip + ion - u * (D * area - etch))
                / (p["sites"] * area)]

    start = [(1 - h2_fraction) * n0, 0, 0, 0, 0, h2_fraction * n0, 0, 0, 0.1]
    path, info = odeint(change, start, [0.0, 300.0], tfirst=True, rtol=1e-8,
                        atol=[1e3] * 8 + [1e-10], mxstep=20000,
                        full_output=True)
    assert "successful" in info["message"]
    y = path[-1]
    assert abs(change(0.0, y)[8]) < 1e-4      # film composition is steady
    D1, D, A, B, E = fluxes = film_fluxes(y)
    u = y[8]
    carbon_kept = feed_c - pump * y[:4].sum()
    fluorine_kept = 4 * feed_c - pump * (y[:5] @ [4, 3, 2, 1, 1] + y[7])
    return dict(r=2 - u, F=y[4], H2=y[5], H=y[6], HF=y[7], fluxes=fluxes,
                growth=(D - E * (1 - u)) / p["rho"] * 1e7 * 60,
                ledger=fluorine_kept / carbon_kept, to_h2=kFH * y[5], pump=pump)


fractions = (0.0, 0.1, 0.2, 0.3, 0.4)
sweep = [reactor(x) for x in fractions]
for state in sweep:
    assert state["growth"] > 0
    assert abs(state["ledger"] - state["r"]) < 1e-3
    assert abs(2 - cf_fraction(*state["fluxes"]) - state["r"]) < 1e-4
assert all(b["r"] < a["r"] for a, b in zip(sweep, sweep[1:]))
pure, mixed = sweep[0], sweep[2]
assert mixed["growth"] > pure["growth"] and mixed["F"] < pure["F"]
drop = pure["r"] - mixed["r"]

# ---------- causal switches at 20 percent H2 ----------
no_hf = reactor(0.2, kFH=0, kH3=0, kH2=0, gh=0)
scavenge_only = reactor(0.2, kH3=0, kH2=0, gh=0)
radical_film_only = reactor(0.2, kFH=0)
assert abs(no_hf["r"] - pure["r"]) < 0.1 * drop
assert scavenge_only["r"] < no_hf["r"]
assert radical_film_only["r"] < no_hf["r"]

# ---------- neglected effects and uncertain parameters ----------
area = 2 / base["radius"] + 2 / base["height"]
free_path = 1 / (gas_density(base) * 5e-15)   # rough cross-section 5e-15 cm^2
inverse_length2 = (np.pi / base["height"])**2 + (2.405 / base["radius"])**2
diffusion = free_path * speed(31, 300) / 3 * inverse_length2
wall_loss = base["s1"] * speed(31, 300) / 4 * area
slow_s1 = float(base["s1"] / (1 + wall_loss / diffusion))
neglected = {
    "HF split by electrons, k=5e-11 cm3/s": (dict(ksplit=5e-11),) * 2,
    "CF3 pairing, k=5e-12 cm3/s": (dict(k33=5e-12),) * 2,
    "gas at 500 K": (dict(T=500.0),) * 2,
    "slow CF diffusion": (dict(s1=slow_s1),) * 2,
    "electron density halved by H2": ({}, dict(ne=base["ne"] / 2))}
neglected_r = {}
for label, (without, with_h2) in neglected.items():
    pair = reactor(0.0, **without)["r"], reactor(0.2, **with_h2)["r"]
    assert pair[1] < pair[0]
    neglected_r[label] = pair
drops = {}
for key in ("ne", "kF3", "kH3", "kH2", "s2", "ga", "ge", "gh", "gr", "yi"):
    for factor in (1 / 3, 3):
        changed = {key: base[key] * factor}
        drops[key, factor] = (reactor(0.0, **changed)["r"]
                              - reactor(0.2, **changed)["r"])
assert min(drops.values()) > 0
weakest = min(drops, key=drops.get)

# ---------- printed numbers ----------
items = [f"{label} = {value:g}" for value, label in inputs.values()]
for i in range(0, len(items), 2):
    print("input: " + "; ".join(items[i:i + 2]))
print(f"PBE0 H-F bond energy = {bond_hf:.2f} eV")
print(f"PBE0 F+H2->HF+H = {dE_scavenge:.2f} eV; CCSD(T) = {dE_reference:.2f} eV")
print(f"PBE0 H+CF3->CF2+HF = {dE_cf3:.2f} eV")
print(f"PBE0 H+CF2->CF+HF = {dE_cf2:.2f} eV")
print(f"CF3 bonds stretched by {stretch:.2f} angstrom: {stretch_energy:.3f} eV")
print(f"F/C ceiling, 50 carbons: no ring {ceiling(50, 0):.2f}, "
      f"12 rings {ceiling(50, 12):.2f}")
print(f"test film F/C: random {r_random:.3f}, formula {r_formula:.3f}")
for x, s in zip(fractions, sweep):
    print(f"H2 {100*x:.0f}%: F {s['F']:.2e}, H {s['H']:.2e}, HF {s['HF']:.2e} "
          f"cm^-3; F/C {s['r']:.3f}; growth {s['growth']:.1f} nm/min")
for label, s in (("0%", pure), ("20%", mixed)):
    terms = ", ".join(f"{n} {v/1e14:.3g}" for n, v in
                      zip(("D1", "D", "A", "B", "E"), s["fluxes"]))
    print(f"film fluxes at {label} H2 (1e14 cm^-2 s^-1): {terms}")
print(f"F loss at 20% H2: to H2 {mixed['to_h2']:.3g} /s, pump {mixed['pump']:.2f} /s")
print(f"exhaust-ledger F/C: 0% {pure['ledger']:.3f}, 20% {mixed['ledger']:.3f}")
print(f"20% H2, all HF formation off: F/C {no_hf['r']:.3f}")
print(f"20% H2, only F+H2 forms HF: F/C {scavenge_only['r']:.3f}")
print(f"20% H2, only H attack forms HF: F/C {radical_film_only['r']:.3f}")
print(f"CF loss: wall {wall_loss:.0f} /s, diffusion {diffusion:.0f} /s")
for label, (r0, r20) in neglected_r.items():
    print(f"{label}: F/C 0% {r0:.3f}, 20% {r20:.3f}")
print(f"F/C drop at 20% H2 = {drop:.3f}; threefold changes give "
      f"{min(drops.values()):.3f} to {max(drops.values()):.3f}")
print(f"smallest drop: {inputs[weakest[0]][1]} times {weakest[1]:.2f}")
print("success")
```

It prints:

```
input: pressure Torr = 0.05; gas temperature K = 300
input: residence time s = 0.4; chamber radius cm = 15
input: chamber height cm = 14; electrons cm^-3 = 1e+10
input: electron temperature eV = 3; CF3+F branch = 0.7
input: k e+CF4 cm3/s = 1e-10; k e+H2 cm3/s = 5e-11
input: k F+CF3 cm3/s = 5e-12; k F+CF2 cm3/s = 4e-13
input: k F+CF cm3/s = 1e-13; prefactor F+H2 cm3/s = 1e-10
input: activation F+H2 eV = 0.04; k H+CF3 cm3/s = 9e-11
input: k H+CF2 cm3/s = 4e-11; CF2 sticking = 0.02
input: CF sticking = 0.05; F addition prob. = 0.01
input: F etch prob. = 0.001; H strip prob. = 0.005
input: H recombination prob. = 0.005; F loss per ion = 0.3
input: surface carbon cm^-2 = 1e+15; film carbon cm^-3 = 2e+22
PBE0 H-F bond energy = 5.96 eV
PBE0 F+H2->HF+H = -1.52 eV; CCSD(T) = -1.27 eV
PBE0 H+CF3->CF2+HF = -1.81 eV
PBE0 H+CF2->CF+HF = -0.56 eV
CF3 bonds stretched by 0.02 angstrom: 0.051 eV
F/C ceiling, 50 carbons: no ring 2.04, 12 rings 1.56
test film F/C: random 1.652, formula 1.651
H2 0%: F 8.87e+13, H 0.00e+00, HF 0.00e+00 cm^-3; F/C 1.973; growth 10.1 nm/min
H2 10%: F 3.80e+13, H 5.28e+11, HF 3.20e+14 cm^-3; F/C 1.863; growth 43.0 nm/min
H2 20%: F 1.09e+13, H 8.67e+11, HF 6.36e+14 cm^-3; F/C 1.645; growth 71.4 nm/min
H2 30%: F 6.91e+11, H 1.41e+12, HF 8.21e+14 cm^-3; F/C 1.379; growth 82.4 nm/min
H2 40%: F 1.61e+11, H 2.37e+12, HF 7.53e+14 cm^-3; F/C 1.241; growth 72.1 nm/min
film fluxes at 0% H2 (1e14 cm^-2 s^-1): D1 0, D 9.59, A 128, B 3.69, E 6.41
film fluxes at 20% H2 (1e14 cm^-2 s^-1): D1 9.92, D 24.3, A 15.7, B 6.42, E 0.787
F loss at 20% H2: to H2 76.4 /s, pump 2.50 /s
exhaust-ledger F/C: 0% 1.973, 20% 1.645
20% H2, all HF formation off: F/C 1.968
20% H2, only F+H2 forms HF: F/C 1.751
20% H2, only H attack forms HF: F/C 1.929
CF loss: wall 156 /s, diffusion 143 /s
HF split by electrons, k=5e-11 cm3/s: F/C 0% 1.973, 20% 1.616
CF3 pairing, k=5e-12 cm3/s: F/C 0% 1.974, 20% 1.610
gas at 500 K: F/C 0% 1.967, 20% 1.688
slow CF diffusion: F/C 0% 1.973, 20% 1.648
electron density halved by H2: F/C 0% 1.973, 20% 1.444
F/C drop at 20% H2 = 0.328; threefold changes give 0.139 to 0.555
smallest drop: electrons cm^-3 times 3.00
success
```
